\section*{Can the search for T_s be restricted to real orbitals?}

\section*{Question}

The non-interacting kinetic energy $T_s[n]$ is defined by a constrained search: among all Slater determinants with density $n$, take the lowest kinetic energy. I have been assuming that real orbitals are enough. The kinetic-energy operator is real, so the real and imaginary parts of an eigenfunction are eigenfunctions too, and a position-dependent phase can only add kinetic energy.

A small example now makes me doubt this. Put two spinless fermions on a ring of radius 1 bohr and ask for a uniform density. The real orbitals $\cos\theta$ and $\sin\theta$, suitably normalized, do the job with $T=1$ hartree. The orbitals $1$ and $e^{i\theta}$ also do it, with $T=1/2$. Have I merely picked a poor real pair, or is there a real gap? If there is one, how large is it, where does my argument break, and when may I keep using real orbitals?

\section*{Answer}

There is a real gap, and you also picked a poor real pair. The value $1/2$ is the true minimum, and no real determinant reaches it. The best real determinant has $T\approx0.712$ hartree, well below your value of 1.

I use atomic units in the algebra. The orbitals are single-valued functions of $\theta$, there is no magnetic flux through the ring, and the kinetic energy of an orbital is $\frac12\int_0^{2\pi}|\phi'|^2d\theta$. ``Spinless'' can be read as ``all of the same spin''. The prescribed density is $n=2/(2\pi)=1/\pi$.

\subsection*{Where the argument breaks}

Write an orbital as $\phi=Re^{iS}$ with real $R$ and $S$. Then
\begin{equation}
|\phi'|^2=|R'+iRS'|^2=R'^2+R^2S'^2 ,
\end{equation}
so deleting the phase keeps $|\phi|^2$ and cannot raise the kinetic energy. For one particle this settles the matter. For two fermions it can destroy orthogonality: deleting the phases of $1$ and $e^{i\theta}$ leaves the same orbital twice, and the determinant vanishes.

The argument about real and imaginary parts fails for a different reason. For a two-particle function $\Phi=A+iB$ with $A,B$ real, the kinetic energies and the densities of $A$ and $B$ add up to those of $\Phi$. Each part may well have the same energy per unit norm as $\Phi$, but neither needs to have the prescribed density, and the search fixes the density.

One more distinction is needed. A unitary mixture of the occupied orbitals changes the determinant only by a phase. The orbitals $e^{i\theta}$ and $e^{-i\theta}$ look complex, but they are such a mixture of $\cos\theta$ and $\sin\theta$. The question is therefore whether the determinant can be built from real orbitals, not whether the orbitals at hand are real.

\subsection*{The true minimum and all states that reach it}

Let $f_m$ be the mean occupation of the plane wave $e^{im\theta}/\sqrt{2\pi}$ in any two-fermion state. The Pauli principle gives $0\le f_m\le1$, and $\sum_m f_m=2$. Since $m^2\ge1$ for $m\neq0$,
\begin{equation}
T=\frac12\sum_m m^2f_m\;\ge\;\frac12\sum_{m\ne0}f_m=\frac12(2-f_0)\;\ge\;\frac12 .
\label{bound}
\end{equation}
The first inequality is an equality only if no wave with $|m|\ge2$ is occupied, the second only if $f_0=1$. A pure state with $T=1/2$ is then a combination of the two determinants $\{1,e^{i\theta}\}$ and $\{1,e^{-i\theta}\}$. As they share the orbital $1$, the combination is itself a determinant, with orbitals
\begin{equation}
\frac{1}{\sqrt{2\pi}},\qquad \frac{a\,e^{i\theta}+b\,e^{-i\theta}}{\sqrt{2\pi}},\qquad |a|^2+|b|^2=1 .
\end{equation}
Its density is
\begin{equation}
n(\theta)=\frac{1}{2\pi}\left[1+|a|^2+|b|^2+2\,\mathrm{Re}\left(ab^*e^{2i\theta}\right)\right]
=\frac1\pi\left[1+\mathrm{Re}\left(ab^*e^{2i\theta}\right)\right],
\end{equation}
and its angular momentum is $L=|a|^2-|b|^2$. The density is uniform only if $ab=0$. Hence $T_s=1/2$, and up to a phase the minimizers are the two determinants with $L=+1$ and $L=-1$. Their particle current is
\begin{equation}
j=\mathrm{Im}\sum_i\phi_i^*\phi_i'=\pm\frac{1}{2\pi}.
\end{equation}
A determinant of real orbitals has $j=0$, so it cannot be one of them.

Setting $a=\cos\eta$ and $b=\sin\eta$ shows how current is traded for density ripple inside this degenerate level. The density peak lies a fraction $r=\frac12\sin2\eta$ above the mean, and $L=\cos2\eta$, so that
\begin{equation}
(2r)^2+L^2=1 .
\end{equation}
At $\eta=0$ there is no ripple and $L=1$. At $15^\circ$ the peak is 25\,\% above the mean and $L=0.866$; at $30^\circ$ it is 43.3\,\% and $L=0.5$. At $45^\circ$ the determinant is real, $L=0$, and the peak is 50\,\% above the mean. At this energy one can have a flat density or a real determinant, not both.

\subsection*{The best real determinant}

For real orbitals the density condition reads $\phi_1^2+\phi_2^2=1/\pi$. The point $(\phi_1,\phi_2)$ moves on a circle, continuously because the kinetic energy is finite, so there is a continuous angle $\chi(\theta)$ with
\begin{equation}
\phi_1=\frac{\cos\chi}{\sqrt\pi},\qquad \phi_2=\frac{\sin\chi}{\sqrt\pi}.
\end{equation}
The derivatives are $\phi_1'=-\chi'\sin\chi/\sqrt\pi$ and $\phi_2'=\chi'\cos\chi/\sqrt\pi$. Their squares add to $\chi'^2/\pi$, and
\begin{equation}
T=\frac{1}{2\pi}\int_0^{2\pi}\chi'^2\,d\theta .
\label{Tchi}
\end{equation}
Normalization requires $\int\cos^2\chi\,d\theta=\int\sin^2\chi\,d\theta=\pi$, and orthogonality requires $\int\sin\chi\cos\chi\,d\theta=0$. Together these say
\begin{equation}
\int_0^{2\pi}\cos2\chi\,d\theta=0,\qquad \int_0^{2\pi}\sin2\chi\,d\theta=0 .
\label{orth}
\end{equation}
Single-valued orbitals require $\chi(2\pi)-\chi(0)=2\pi w$ with an integer $w$.

\emph{Angles that wind, $w\neq0$.} The Cauchy--Schwarz inequality gives $(2\pi w)^2=(\int\chi'd\theta)^2\le2\pi\int\chi'^2d\theta$, hence $T\ge w^2\ge1$. Your pair is $\chi=\theta$ and attains $T=1$. It is the best choice among winding angles.

\emph{Angles that do not wind, $w=0$.} Now $\chi$ may swing back and forth. A minimizer exists: along a minimizing sequence $\int\chi'^2$ is bounded, and multiples of $2\pi$ can be removed from $\chi$, so a subsequence converges uniformly. The conditions (\ref{orth}) survive the limit, and the limit has no larger $T$.

To find it, make $\int(\chi'^2+A\cos2\chi+B\sin2\chi)\,d\theta$ stationary, with multipliers $A$ and $B$. The multiplier rule applies because the variations of the two constraints, proportional to $\sin2\chi$ and $\cos2\chi$, are linearly dependent only for constant $\chi$, which violates (\ref{orth}). Adding a constant to $\chi$ is a rotation of the two orbitals and leaves the determinant unchanged. We use it to turn the multiplier terms into $\frac{\mu}{2}\cos2\chi$ with $\mu\ge0$. The Euler--Lagrange equation is $-\mu\sin2\chi-2\chi''=0$, or
\begin{equation}
\chi''=-\frac{\mu}{2}\sin2\chi .
\end{equation}
This is a pendulum equation for the angle $2\chi$. If $\mu=0$, then $\chi$ is linear in $\theta$, and without winding it is constant, which is excluded. So $\mu>0$. Multiplying by $2\chi'$ and integrating gives
\begin{equation}
\chi'^2=\mu\left(k^2-\sin^2\chi\right),
\label{first}
\end{equation}
where $k^2$ is the integration constant. For $k>1$ the derivative never vanishes and $\chi$ winds. For $k=1$ a non-constant solution is not periodic, and for $k=0$ the solution is constant. That leaves $0<k<1$, an oscillation about a multiple of $\pi$, which a common sign change of the orbitals moves to zero if necessary.

Set $\sin\chi=ky$. Then $k^2y'^2=\cos^2\chi\,\chi'^2=\mu(1-k^2y^2)\,k^2(1-y^2)$, or
\begin{equation}
y'^2=\mu(1-y^2)(1-k^2y^2).
\end{equation}
This is the defining equation of the Jacobi function $\mathrm{sn}$ of modulus $k$, so with a suitable origin of $\theta$ we have $y=\mathrm{sn}(\sqrt\mu\,\theta)$. The cosine is $\cos\chi=\sqrt{1-k^2\mathrm{sn}^2}=\mathrm{dn}$. The period of $\mathrm{sn}$ is $4K$, where $K(k)$ is the complete elliptic integral of the first kind. With $p$ oscillations around the ring, $2\pi\sqrt\mu=4Kp$, so $\sqrt\mu=2pK/\pi$.

The second condition in (\ref{orth}) holds because $\mathrm{sn}\,\mathrm{dn}$ is odd. The first requires the mean of $\cos^2\chi=\mathrm{dn}^2$ to be $1/2$. Since $\int_0^K\mathrm{dn}^2du=E(k)$, the complete integral of the second kind, this mean is $E/K$, and
\begin{equation}
2E(k)=K(k).
\label{root}
\end{equation}
As $k$ grows from 0 to 1, $E$ falls and $K$ rises, and $E/K$ goes from 1 to 0. There is one root. Finally, insert (\ref{first}) in (\ref{Tchi}), using the mean $1/2$ of $\sin^2\chi$:
\begin{equation}
T=\mu\left(k^2-\tfrac12\right)=p^2\,\frac{4K^2}{\pi^2}\left(k^2-\tfrac12\right).
\end{equation}
The lowest value has $p=1$. With $q=2K/\pi$ the orbitals are
\begin{equation}
\phi_1=\frac{\mathrm{dn}(q\theta)}{\sqrt\pi},\qquad \phi_2=\frac{k\,\mathrm{sn}(q\theta)}{\sqrt\pi},\qquad
T_{\rm real}=q^2\left(k^2-\tfrac12\right).
\label{real}
\end{equation}

\subsection*{The numbers}

A numerical root search for (\ref{root}) gives $k^2=0.826115$ and $K=2.32105$. Then $q=2(2.32105)/\pi=1.47763$, $q^2=2.1834$, and
\begin{equation}
T_{\rm real}=2.1834\times0.326115=0.7120\ \text{hartree}=19.38\ \text{eV}.
\end{equation}
This is below 1, so the swinging angle wins over the winding one. The ring has radius 0.529~\AA\ and the density is 0.602 per \AA. The three energies to compare are
\begin{center}
\begin{tabular}{lc}
determinant & $T$ (eV)\\
$\{1,e^{i\theta}\}$, the true minimum & 13.61\\
$\{\mathrm{dn},\mathrm{sn}\}$, the real minimum & 19.38\\
$\{\cos\theta,\sin\theta\}$ & 27.21
\end{tabular}
\end{center}
Restricting the search to real orbitals costs 5.77~eV, or 42\,\% of $T_s$. On a ring of radius $R$ every derivative along the ring carries a factor $1/R$, so all three energies scale as $1/R^2$ and the 42\,\% remains.

The angle $\chi$ swings between $-65.4^\circ$ and $+65.4^\circ$. Thus $\phi_1$ never changes sign. It resembles the constant orbital of the free ground state and carries only 4.74~eV, while $\phi_2$, which has two nodes, carries 14.64~eV. In the pair $\cos\theta$, $\sin\theta$ both orbitals have nodes, and each costs 13.61~eV.

The current of the true minimizer is $1/(2\pi)$ per atomic unit of time, or 6.58 particles per femtosecond past any point. It is a persistent flow in a stationary state, in either direction, and needs no magnetic field.

\subsection*{What the real minimizer is}

The orbitals (\ref{real}) are eigenfunctions of a common local potential, but not the lowest ones. From $\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn}$, $\mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn}$ and $\mathrm{dn}'=-k^2\mathrm{sn}\,\mathrm{cn}$, a second differentiation gives
\begin{align}
\mathrm{dn}''&=-k^2(\mathrm{cn}^2-\mathrm{sn}^2)\,\mathrm{dn}=(2k^2\mathrm{sn}^2-k^2)\,\mathrm{dn},\\
\mathrm{cn}''&=-(\mathrm{dn}^2-k^2\mathrm{sn}^2)\,\mathrm{cn}=(2k^2\mathrm{sn}^2-1)\,\mathrm{cn},\\
\mathrm{sn}''&=-(\mathrm{dn}^2+k^2\mathrm{cn}^2)\,\mathrm{sn}=(2k^2\mathrm{sn}^2-1-k^2)\,\mathrm{sn}.
\end{align}
Each derivative with respect to $\theta$ brings a factor $q$. In the potential $v(\theta)=q^2k^2\,\mathrm{sn}^2(q\theta)$ the term $2k^2\mathrm{sn}^2$ cancels, and the three functions have the energies
\begin{equation}
\varepsilon_{\rm dn}=\frac{q^2k^2}{2},\qquad \varepsilon_{\rm cn}=\frac{q^2}{2},\qquad \varepsilon_{\rm sn}=\frac{q^2(1+k^2)}{2},
\end{equation}
which are 24.54, 29.71 and 54.25~eV. The function $\mathrm{dn}$ has no node, and $\mathrm{cn}$ and $\mathrm{sn}$ have two each, so by the oscillation theorem on a ring these are the three lowest levels. The real minimizer occupies the first and the third and leaves the second empty.

The kinetic energy follows again by subtracting the potential energy. Since $k^2\mathrm{sn}^2$ has mean $1/2$, $\int nv\,d\theta=\frac1\pi\cdot2\pi\cdot\frac{q^2}{2}=q^2$, which is 59.41~eV, and $24.54+54.25-59.41=19.38$~eV.

That this is an excited determinant is no accident. A ground determinant of a local potential minimizes $T+\int nv$ over all determinants, and therefore minimizes $T$ among those with its own density. If $\{\mathrm{dn},\mathrm{sn}\}$ were the ground determinant of $v$, no complex determinant of the same density could lie below it, but $\{1,e^{i\theta}\}$ does.

\subsection*{When real orbitals are enough}

\emph{Nondegenerate ground states.} Suppose $n$ is the density of a nondegenerate ground determinant $\Phi$ of non-interacting fermions in a real local potential, without a magnetic field. By the argument just given, $\Phi$ attains $T_s[n]$. Its complex conjugate has the same energy, so by nondegeneracy it is $\Phi$ times a phase. The occupied space is then unchanged by conjugation and has a real orthonormal basis.

Three spinless fermions on the same ring are an example. The ground determinant $\{1,\cos\theta,\sin\theta\}$ fills the shell $m=\pm1$. Its density is $\frac{1}{2\pi}+\frac1\pi(\cos^2\theta+\sin^2\theta)=\frac{3}{2\pi}$, and $T_s=0+\frac12+\frac12=1$ hartree, or 27.21~eV, with real orbitals. In your two-particle case the shell $m=\pm1$ is half filled, and the degeneracy leaves room for a minimizer that is not real.

\emph{Ensembles.} If the search runs over density matrices $\Gamma$ instead of single determinants, reality costs nothing. The matrices $\Gamma$ and $\Gamma^*$ have the same density and kinetic energy, and so does their average $\frac12(\Gamma+\Gamma^*)$, which is real. On the ring, mix the real determinants $\{1,\cos\theta\}$ and $\{1,\sin\theta\}$ with equal weights. Each has $T=1/2$, and the mean density is
\begin{equation}
\frac{1}{2\pi}+\frac12\cdot\frac{\cos^2\theta+\sin^2\theta}{\pi}=\frac1\pi .
\end{equation}
The ensemble is uniform, carries no current, and has $T=13.61$~eV. Two half-weight real states do what one real determinant cannot.

So for an open shell in a pure-state search, real orbitals are no longer guaranteed to suffice, and it is safer to let them be complex. An open shell does not always produce a gap. The density of $\{1,\cos\theta\}$ belongs to the same half-filled shell and is reached by that real determinant at $T=1/2$. With both spins and only the total density fixed, four electrons in $\{1,\cos\theta\}$ for spin up and $\{1,\sin\theta\}$ for spin down have the uniform density $2/\pi$ and $T=1$ hartree. This is the lower bound $\frac12(4-2)$, since the wave $m=0$ holds at most two electrons. A minimization at fixed density with real orbitals can converge perfectly well and still return a different quantity: here 19.38~eV at best in place of $T_s=13.61$~eV, or 27.21~eV if it settles on the winding pair $\cos\theta$, $\sin\theta$.

Numbers in the example were calculated in double precision.
